Inverting film conductivities for the phonon mean-free-path accumulation function

**A small spread and a large error**

Twelve synthetic film conductivities with 3% noise are inverted for the distribution of phonon mean free paths. The fit has χ² = 12.00 for 12 films. Yet the recovered median mean free path is 400 nm, while the spectrum behind the data has 292 nm. At 500 nm the recovered accumulation is 0.552 and the true one 0.632, an error of 0.080. Repeating the noise at fixed smoothing scatters that value by 0.008. The error is ten times the noise spread, and the misfit gives no warning. The explanation lies in the forward law, in the smoothing that its inversion needs, and in a rule that tends to smooth too much, the more so when the noise happens to be small.

**The forward law**

A film fills 0 < z < d and carries heat along its plane. Assume isotropic phonons, a relaxation time for each mode, the same internal scattering as in the bulk, and no heat loss through the faces. Let Λ be a mode's mean free path and c the cosine of its direction with the film normal. Write its departure from equilibrium as g times the bulk departure. The steady Boltzmann equation, divided by the bulk driving term, is

cΛ dg/dz + g = 1.

A face reflects a fraction p specularly; the rest leaves with no memory of the flow. By mirror symmetry, phonons arriving at z = 0 have the value g(d) of those moving the other way, so g(0) = p g(d) for c > 0. With Kn = Λ/d and e = exp[−1/(c Kn)], the solution and its value at the far face are

g(z) = 1 − [1 − g(0)] exp[−z/(cΛ)],
g(d) = 1 − [1 − g(0)] e.

Inserting the second in the wall condition gives g(0)(1 − pe) = p(1 − e), hence

1 − g(0) = (1 − p)/(1 − pe).

The average of exp[−z/(cΛ)] over depth is c Kn (1 − e). In-plane heat flow weights directions by the square of the in-plane velocity, that is by 1 − c², whose integral from 0 to 1 is 2/3. The ratio of film to bulk heat flow for this mode is therefore

S_p = (3/2) ∫₀¹ (1 − c²) [1 − (1 − p) c Kn (1 − e)/(1 − pe)] dc.

For p = 1 the bracket is 1 and the film conducts like the bulk. For diffuse faces, p = 0, put t = 1/c and δ = d/Λ. Since dc = −dt/t²,

S = 1 − (3/(2δ)) ∫₁^∞ (t⁻³ − t⁻⁵)(1 − e^(−δt)) dt.

The part without the exponential integrates to 1/2 − 1/4 = 1/4. With E_n(δ) = ∫₁^∞ t⁻ⁿ e^(−δt) dt,

S = 1 − 3/(8δ) + (3/(2δ)) [E₃(δ) − E₅(δ)].

This is the Fuchs-Sondheimer suppression. A numerical march of the transport equation through the film, at Kn = 0.3, 1 and 3 with p = 0 and 0.6, differs from these formulas by at most 1.7×10⁻⁹.

**What thick and thin films see**

For δ ≫ 1 the E_n are exponentially small, and S ≈ 1 − (3/8)Kn. At Kn = 0.1 this gives 0.9625, which agrees with the full S to four digits.

For δ ≪ 1 start from E₁ = −γ − ln δ + O(δ), where γ ≈ 0.577 is Euler's constant, and integrate dE_n/dδ = −E_(n−1) with E_n(0) = 1/(n − 1):

E₂ = 1 − δ + γδ + δ ln δ + O(δ²),
E₃ = 1/2 − δ + (δ²/2)(3/2 − γ − ln δ) + O(δ³),
E₄ = 1/3 − δ/2 + δ²/2 + …,
E₅ = 1/4 − δ/3 + δ²/4 + O(δ³).

In E₄ the omitted terms are of order δ³ ln δ. Subtraction gives

E₃ − E₅ = 1/4 − 2δ/3 + (δ²/2)(1 − γ − ln δ) + O(δ³).

In S the terms 3/(8δ) cancel, as do 1 and −1, leaving

S ≈ (3/4) δ [ln(1/δ) + 1 − γ].

At Kn = 10 this is 0.204, against 0.2091 from the full formula. The logarithm comes from phonons flying nearly parallel to the faces.

Let F(Λ) be the fraction of bulk conductivity carried by mean free paths up to Λ. Summing over modes,

y(d) = k_film/k_bulk = ∫ S(Λ/d) dF(Λ).

Let ⟨Λ⟩ be the heat-weighted mean, in which the few longest paths weigh heavily. If nearly all of this mean comes from Λ ≪ d, then y ≈ 1 − 3⟨Λ⟩/(8d). Such a film reports one number about F. It does so poorly, because an error Δy changes the inferred mean by (8d/3)Δy. For d = 20 µm and Δy = 0.03 this is 1.6 µm, more than the true mean of 1.105 µm. Information on the shape of F has to come from thinner films, for which S is no longer linear in Λ over the spectrum.

Integration by parts puts F itself under the integral. The boundary term vanishes because F(0) = 0 and S(∞) = 0:

y(d) = ∫₀^∞ F(Λ) K(Λ/d) dΛ/d,  K = −dS/dKn.

Differentiating Kn(1 − e^(−t/Kn)) gives

K = (3/2) ∫₁^∞ (t⁻³ − t⁻⁵) [1 − (1 + t/Kn) e^(−t/Kn)] dt.

Since 1 + u < e^u for u > 0, K is positive. Each conductivity is thus a broad positive average of F, and narrow features of F largely average out.

**Discretization and loss of information**

Let x = ln Λ and divide the range from 5 nm to 200 µm into n = 60 cells of width h = ln(40000)/60 = 0.1766. Cell j carries the increment g_j of F, spread evenly in x; from here on g denotes these increments. Then

y_i = Σ_j A_ij g_j,  A_ij = (1/h) ∫_cell j S(e^x/d_i) dx,

with g_j ≥ 0 and Σ_j g_j = 1. These two conditions make F nondecreasing from 0 to 1.

The first seven singular values of A, relative to the largest, are 1, 0.23, 0.079, 0.028, 0.010, 0.0037 and 0.0014. A pattern of increments along the sixth direction changes the data 270 times less than an equally large pattern along the first. Four of these values are near or above the relative noise of 0.03. This count is only a guide: what can be seen also depends on how strongly the true g contains each pattern, and the errors σ_i differ between films. When each row of A is divided by its σ_i, the true spectrum used here has only three components above the noise. Sixty increments cannot be determined from such data without a further assumption.

The assumption here is that F is smooth in ln Λ. Minimize

J(g) = χ² + μR,
χ² = Σ_i [(Ag − y)_i/σ_i]²,
R = ∫ (d²F/dx²)² dx.

In cell j, dF/dx = g_j/h. Between neighbouring cells d²F/dx² ≈ (g_(j+1) − g_j)/h², so squaring, multiplying by h and summing gives

R ≈ |Dg|²/h³,

where D takes first differences, with zeros placed before the first cell and after the last.

The allowed g form a closed, bounded set and J is continuous, so a minimum exists. If Dg = 0, then g₁ = 0 from the first row, and each later row makes the next increment zero. Hence |Dg|² is positive for every g ≠ 0, J is strictly convex for μ > 0, and the minimum is unique. Uniqueness belongs to the chosen μ and grid range; it does not make the answer the true F.

**Reduction to nonnegative least squares**

A standard nonnegative least-squares routine accepts g_j ≥ 0 but not the sum condition. The sum can be absorbed without approximation. When Σg = 1, each y_i may be replaced by y_i Σ_j g_j, so

J = q(g) = |Qg|².

The rows of Q are (A_ij − y_i)/σ_i, followed by (μ/h³)^(1/2) D. Now solve, for u ≥ 0 and any fixed a > 0,

minimize |Qu|² + a²(Σu − 1)².

Write a nonzero u as u = sg with Σg = 1 and s > 0. The objective is s²q + a²(s − 1)². Setting its derivative in s to zero gives sq + a²(s − 1) = 0, so

s = a²/(a² + q),  s − 1 = −q/(a² + q).

The value at this s is

(a⁴q + a²q²)/(a² + q)² = a²q/(a² + q).

Its derivative with respect to q is a⁴/(a² + q)² > 0, so the best u has the g with the smallest q. The choice u = 0 costs a², which is larger. Therefore g = u/Σu is the constrained minimizer for any a; here a² = 12, the number of films.

The quality of a computed g can be bounded without knowing the minimizer g*. Let G be the gradient of J at g. Convexity gives J(g*) ≥ J(g) + G·(g* − g). Because g* is a set of nonnegative weights with sum 1, G·g* ≥ min_j G_j. Hence

J(g) − J(g*) ≤ G·g − min_j G_j.

At the μ chosen below and at seven values from 10⁻² to 10⁴, this bound was at most 1.1×10⁻¹⁰. Halving the cells at the chosen μ changed F by at most 0.0002. Neither the solver nor the cell width explains an error of 0.080.

**Choosing the smoothing**

Let g₁ and g₂ minimize J for μ₁ < μ₂, with misfits X₁, X₂ and roughnesses R₁, R₂. Each is best for its own μ:

X₁ + μ₁R₁ ≤ X₂ + μ₁R₂,
X₂ + μ₂R₂ ≤ X₁ + μ₂R₁.

Adding gives (μ₂ − μ₁)(R₂ − R₁) ≤ 0, so R₂ ≤ R₁. The first line then gives X₁ ≤ X₂ + μ₁(R₂ − R₁) ≤ X₂. The misfit does not fall as μ grows, and μ can be found by bisection in ln μ.

The discrepancy rule asks for χ² = m, the number of films, which is the mean χ² of the true F when the σ_i are right. Unlucky noise may keep even the roughest fit above m. The target used is therefore the larger of m and χ²_weak + 1, where χ²_weak belongs to μ = 10⁻³. Here χ²_weak = 3.25, so the target is 12. At μ = 10⁵ the misfit is 201, so the target is bracketed, and bisection gives μ = 1.14×10³. If the largest μ still fitted below the target, the data would not demand more structure than the smoothest curve has.

The algorithm is then:

1. Form y_i and σ_i from the film conductivities and k_bulk, and compute A.
2. For a trial μ, solve the nonnegative problem, normalize u, and evaluate χ².
3. Bisect in ln μ to the target.
4. Accumulate g to obtain F, and evaluate the optimality bound.
5. Repeat with other μ, and with simulated data from plausible spectra, to judge the bias.

**Why the chosen fit is biased**

Consider first the problem without the sign condition. The minimizer is then an affine function of the data. In data divided by σ_i, noise ε changes the fitted values by Hε, where H is a symmetric matrix with eigenvalues h_k between 0 and 1: a quadratic penalty shrinks each independent pattern by such a factor. Let r₀ be the residual for noise-free data. With noise the residual is r₀ + (I − H)ε. For independent errors of unit variance its mean square is

⟨χ²⟩ = |r₀|² + Σ_k (1 − h_k)².

Suppose μ is such that this mean equals m. Since m = Σ_k 1,

|r₀|² = Σ_k [1 − (1 − h_k)²] = Σ_k h_k(2 − h_k) ≥ 0.

A fit that uses the data at all has some h_k > 0, so r₀ cannot vanish. The rule reserves a full χ² of m for the noise, although the fit has already absorbed part of it, and the difference is filled by systematic misfit. The derivation holds on average, at fixed μ and without active sign conditions; it indicates the mechanism in the constrained problem. In this example the condition ⟨χ²⟩ = 12 without sign conditions is met at μ ≈ 420, with |r₀|² = 3.0 and a mean error of −0.056 at 500 nm. This is close to the typical error of the constrained fit given below.

In the present data a second cause adds to it. The noise happens to be small: the true spectrum itself has χ² = 4.9, and a value this low occurs in about 4% of draws. Raising the misfit to 12 therefore takes more smoothing than usual. In 120 other noise draws the same rule gives a median μ of about 240 and a median error of −0.053 at 500 nm, so the error of 0.080 found here is larger than typical; only a few per cent of draws reach it. The chosen μ scatters widely, with the middle half of the draws between about 20 and 600. Over these draws μ tends to be larger when the χ² of the true spectrum is smaller, with a rank correlation of −0.80.

The fitted conductivities show such a misfit. At 300 nm the fit gives 132.8 W/(m K) and the noise-free value is 139.5, a deficit of 4.9%. At 20 nm the fit is 5.7% too high. The misfit in χ² is measured against the noisy data: at 2 µm these read 203.1 with σ = 0.03 × 203.1 = 6.09, the fit 190.8, and the contribution is (12.3/6.09)² ≈ 4.1, a third of the total.

The shape of the bias follows from R, which penalizes every bend of F in ln Λ. The true spectrum begins abruptly at Λ = 63 nm, where dF/dx jumps from zero to a finite value b. On the grid such a jump costs (bh)²/h³ = b²/h, which grows without limit as h → 0. The smooth estimate cannot follow the jump and has to rise more gently; here it also begins earlier. It gives F = 0.090 at 50 nm, where the truth is zero, and lies below the truth at the tabulated points from 200 nm to 5 µm. A fit to noise-free data at the same μ shows the same pattern, with errors of +0.088 at 50 nm and −0.073 at 500 nm. The jump is only part of the cause: if the spectrum is blurred in ln Λ by a Gaussian of standard deviation 0.6, so that it begins smoothly, the noise-free fit at the same μ still errs by −0.057 at 500 nm, against −0.073 without the blur, although the blur rounds the other bends of F as well.

In the limit μ → ∞ the smoothing alone sets the median. Let X = ln(40000) be the width of the range, s = ln(Λ/5 nm)/X, and f = dF/dx. Minimizing ∫(df/dx)² dx with ∫f dx = 1 and f = 0 at both ends requires d²f/dx² to be constant. Hence

f = 6s(1 − s)/X,  F = 3s² − 2s³.

The median is at s = 1/2, or Λ = (5 × 200000)^(1/2) nm = 1000 nm. This number is set by the chosen range and by no phonon. At the chosen μ the data still hold the median in place: extending the range down to 0.05 nm or up to 20 mm leaves it at 400 nm. Starting the range at 40 nm, close to the shortest mean free path, lowers it to 355 nm, because F is then forced to begin later. The grid range thus matters when it cuts into the estimated spectrum or when the data are weak, and it should be reported with the result.

**Bias against spread**

For one point of F the mean-square error over noise draws splits into

⟨(F_est − F)²⟩ = (⟨F_est⟩ − F)² + ⟨(F_est − ⟨F_est⟩)²⟩,

because the cross term averages to zero. The first part is bias squared, the second spread squared. Root-mean-square values over the cell edges between 30 nm and 30 µm, from 40 noise draws with μ held fixed, are:

μ = 1.14: bias 0.024, spread 0.043
μ = 1.14×10³: bias 0.050, spread 0.008
μ = 1.14×10⁵: bias 0.150, spread 0.002

The combined errors of the first two are (0.024² + 0.043²)^(1/2) = 0.049 and (0.050² + 0.008²)^(1/2) = 0.051. In this example the thousandfold change of μ happens to leave the total error almost unchanged, but it turns visible scatter into hidden bias. An intermediate μ does better than both: at μ = 114, another 40 draws give a bias of 0.031 and a spread of 0.016, together 0.035. The spread at the chosen μ is a poor error bar, since it leaves out the larger part.

The data do inform the result. In the single inversion at the chosen μ the rms error of F is 0.052 and the largest error 0.113. Smoothing with the data weights made negligible gives an rms error of 0.190.

**The model spectrum and real films**

The hidden F comes from three equal acoustic branches with speed v = 5000 m/s and cutoff f_c = 8 THz. With ξ = f/f_c,

1/Λ = ξ²/(80 nm) + ξ⁴/(300 nm) + 1/(20 µm),

for phonon-phonon, point-defect and long-wave scattering. At the cutoff this gives the 63 nm quoted above. Three branches have the mode density 3ω²/(2π²v³), and each mode has the heat capacity k_B(w/sinh w)² with w = hf/(2k_BT), h here being Planck's constant. Inserting these in k = (1/3)∫ C v Λ dω gives

k_bulk = [k_B/(2π²v²)] ∫ ω² (w/sinh w)² Λ dω = 225 W/(m K) at 300 K.

These are rough values in the regime of gallium nitride, whose room-temperature conductivity is roughly 200 W/(m K). The spectrum is a model, and its median is not a property of the material. Suspended films from 20 nm to 20 µm with 3% errors are an optimistic data set. A layer grown on a foreign substrate can hold more dislocations near it, which breaks the assumption of bulk-like internal scattering. An additional scattering length of 5 µm in the films alone changes y by up to 11.7% and shifts the recovered F by up to 0.098, about as much as the largest error already present.

**Errors of the forward model**

That shift, like those below, is found with the noise factors and μ unchanged, so that the model error alone acts. The film-scattering case raises χ² from 12.0 to 27.1.

Smooth faces reflect long waves specularly. For normal incidence and Gaussian roughness of rms height η, the reflected phase has standard deviation 4πη/λ. The mean amplitude is exp[−(4πη/λ)²/2], and its square is

p = exp[−(4πη/λ)²].

Applied to all directions, this changes y by at most 0.4% for η = 1 nm and 5.8% for η = 0.3 nm. The shifts of F are 0.004 and 0.046, with χ² = 12.4 and 19.8. These small changes are misleading, because the normal-incidence formula understates the specularity of phonons flying nearly parallel to the faces, which matter most in thin films. For a direction with cosine c to the film normal, the phase has standard deviation 4πηc/λ, so p = exp[−(4πηc/λ)²]. With this p the conductivity of the 20 nm film rises by 35% for η = 1 nm and by 106% for η = 0.3 nm. F then shifts by up to 0.096 and 0.283, while χ² falls to about 8 in both cases. In this estimate diffuse faces are a doubtful assumption for the thinnest films even at 1 nm roughness, and the misfit does not reveal it. The estimate uses the rms height alone. It leaves out the lateral correlation of the roughness, shadowing at grazing incidence and disordered surface layers, so it shows a sensitivity and does not give the specularity of real faces.

An overestimate of k_bulk by 5% divides every y by 1.05, a change of 4.8%. It shifts F by up to 0.051, yet χ² is 12.4. The misfit barely registers this error, because a lower y in all films can be imitated by longer mean free paths. Without noise and at μ = 1, the lowered y is fitted with χ² = 0.04, while F falls by up to 0.079 and nowhere visibly rises. An independent, accurate k_bulk is therefore a condition of the method.

In these tests μ was fixed beforehand from data without a model error, so a fault could raise χ². Even then a low χ² is no assurance, as the angle-dependent specularity shows. In a real measurement μ is chosen from the affected data themselves; in the cases above, bisection then brings χ² back to its target and hides the fault. Inspecting χ²_weak does not help in the two cases tried: it is 3.3 both with the film scattering and with the 0.3 nm roughness at normal-incidence p, against 3.25 without a model error. Such faults have to be excluded by independent measurements.

In the bulk, half the heat is carried on either side of a wavelength of 1.24 nm (the coarser node sum in the numerical output gives 1.25 nm), 6% of the thinnest film. In that film with diffuse faces the dividing wavelength is 0.86 nm. This supports bulk phonon modes for most of the heat, less well for the longest waves in the thinnest films. Crystal anisotropy was not sized. The main tables are in the numerical output.

Computed values

```
temperature 300 K, sound speed 5000 m/s, cutoff 8.0 THz
scattering lengths: phonon 80, defect 300, long-wave 20000 nm
bulk conductivity 225.2 W/(m K)
shortest MFP 63.0 nm, mean MFP 1105 nm
S at L/d = 0.1, 1, 10: 0.9625 0.6839 0.2091
largest S error against transport march 1.7e-09
relative noise 0.03, films 12, cells 60, cell width in ln L 0.1766
d (nm) | true k, noisy k, fitted k (W/(m K))
    20 |   40.14   40.14   42.42
    40 |   60.60   61.14   61.40
    80 |   86.16   85.45   84.23
   150 |  111.78  108.79  107.07
   300 |  139.54  137.64  132.76
   600 |  164.00  159.12  156.99
  1000 |  179.06  179.38  172.86
  2000 |  195.25  203.10  190.77
  4000 |  206.90  203.84  204.12
  7000 |  213.47  209.49  211.74
 12000 |  217.85  221.05  216.80
 20000 |  220.62  222.99  219.98
relative singular values 1-7: 1.0e+00 2.3e-01 7.9e-02 2.8e-02 1.0e-02 3.7e-03 1.4e-03
chi2: weakest 3.25, target 12.00, strongest 201.2
chosen mu 1.14e+03, chi2 12.00
largest optimality gap 1.1e-10
largest change of F on halving cells 0.0002
MFP (nm) | true F, recovered F, noise spread
    50 | 0.000 0.090 0.007
   100 | 0.164 0.198 0.007
   200 | 0.391 0.341 0.006
   500 | 0.632 0.552 0.008
  1000 | 0.765 0.703 0.010
  2000 | 0.862 0.829 0.012
  5000 | 0.946 0.941 0.011
 10000 | 0.983 0.984 0.008
median MFP: true 292 nm, recovered 400 nm
error of F: rms 0.052, max 0.113
rms error of smoothing without data 0.190
mu | rms bias, rms spread of F over 40 noise draws
     1.14 | 0.024 0.043
 1.14e+03 | 0.050 0.008
 1.14e+05 | 0.150 0.002
neglected effect | max change of k_film/k_bulk (%), max shift of F, chi2
specular walls, roughness 1 nm | 0.4 0.004 12.4
specular walls, roughness 0.3 nm | 5.8 0.046 19.8
film-only scattering, 5 um | 11.7 0.098 27.1
k_bulk taken 5% too high | 4.8 0.051 12.4
median heat-carrying wavelength 1.25 nm, over thinnest film 0.062
```
